Classical Harmonic Vibrational Shift of a Charge Transition Level, part 1

(Sections cited here and not found follow in the second part.)

## First half: from equal free energies to frequency ratios

Q: I calculate a charge transition level from total energies of relaxed supercells with the atoms at rest. You say that the level moves when the atoms vibrate. Why should it? A level belongs to the electrons.

A: This one belongs to the whole defect. A transition level between charge states q1 and q2 is the Fermi energy at which the two states are equally favoured in equilibrium. Each state has its own relaxed geometry and its own force constants. If heat favours one state more than the other, the Fermi energy of balance has to change.

It is not an optical level. In an optical transition the nuclei hardly move while the electron leaves, so the initial geometry is kept. Here each charge state has time to relax and to come to thermal equilibrium.

Q: Then state the balance properly. I want to see where the sign of the Fermi energy comes from.

A: Let the neutral supercell hold n electrons. In charge state q it holds n − q. It exchanges electrons with a reservoir of chemical potential μ, so a configuration of total energy E has the statistical weight

exp{−[E − (n − q)μ]/kT} = exp(nμ/kT) exp[−(E + qμ)/kT].

The first factor is common to all charge states and drops out of ratios. What remains contains +qμ: taking q electrons out of the defect and putting them into the reservoir costs qμ.

I measure the Fermi energy from the valence edge, μ = E_V + E_F, and put the fixed part qE_V into the static energy. After summation over the vibrations, the formation free energy is

G_q(E_F) = E_q + F_q + qE_F.

Here E_q is the static energy at the relaxed geometry of charge state q, with qE_V and any electrostatic supercell correction included. F_q is the vibrational free energy. Defects are taken to be dilute, so that one does not influence another. Electronic degeneracy is left out for now and will enter as a separate term.

Q: A formation energy also contains chemical potentials of atoms and the energy of the perfect crystal. Where are they?

A: They are the same for both charge states, because the two states contain the same atoms. The same is true of the vibrational free energy of the perfect crystal. I have left out these common terms since only a difference will be used. If the two states had different numbers of atoms, for instance because one had bound an extra hydrogen atom, the terms would not cancel and the argument below would not apply.

Q: Solve for the level, then, without skipping the signs.

A: Call the level ε(q1/q2). At E_F = ε the two formation free energies are equal:

E_q1 + F_q1 + q1 ε = E_q2 + F_q2 + q2 ε.

Subtract q1 ε, E_q2 and F_q2 from both sides:

E_q1 − E_q2 + F_q1 − F_q2 = (q2 − q1) ε.

Division by the charge difference gives

ε(q1/q2) = (E_q1 − E_q2)/(q2 − q1) + (F_q1 − F_q2)/(q2 − q1).

The first term is the level with the atoms at rest. The second is the vibrational shift, which I call Δε:

Δε(q1/q2) = (F_q1 − F_q2)/(q2 − q1).

The numerator runs from q1 to q2 and the denominator from q2 to q1. Exchanging the labels reverses both signs and leaves the level unchanged, as it must.

Q: Energies are per supercell and a Fermi energy is per electron. Is that why you divide?

A: Yes. Moving the Fermi energy by δ changes G_q1 − G_q2 by (q1 − q2)δ. When two electrons are exchanged, a given free-energy difference is compensated by half the movement.

Q: Now the vibrational part. A defect supercell has coupled atoms of different masses. You cannot simply write down one oscillator.

A: I can reach independent oscillators in two steps. Assume that each charge state is a stable minimum and that the displacements are small enough for a quadratic potential. Let u_a be the Cartesian displacements from the minimum of one charge state, with a running over all 3N components for N atoms. The energy above the minimum is

H = Σ_a p_a²/(2m_a) + ½ Σ_ab K_ab u_a u_b,

where K is the matrix of force constants. First scale out the masses:

y_a = √m_a u_a,  π_a = p_a/√m_a.

The factors √m_a and 1/√m_a cancel in the phase-space volume, so du_a dp_a = dy_a dπ_a. The energy becomes

H = ½ Σ_a π_a² + ½ Σ_ab D_ab y_a y_b,  D_ab = K_ab/√(m_a m_b).

Secondly, D is real and symmetric, so a rotation of the coordinates diagonalizes it. The same rotation applied to the momenta leaves the sum of squares unchanged, and a rotation does not change volume. With the new coordinates Q_i and momenta P_i,

H = ½ Σ_i (P_i² + ω_i² Q_i²).

The numbers ω_i² are the eigenvalues of D.

Q: Give me the free energy of one of these modes.

A: The classical partition function is the phase-space integral divided by Planck's constant h. Its two Gaussian integrals are

∫ exp(−P²/2kT) dP = √(2πkT),

∫ exp(−ω²Q²/2kT) dQ = √(2πkT)/ω.

Their product divided by h is

Z = 2πkT/(hω) = kT/(ħω),

because h = 2πħ. The free energy is F = −kT ln Z, hence

F = kT ln(ħω/kT).

For independent modes the partition functions multiply and the free energies add:

F_q = kT Σ_i ln(ħω_i,q/kT).

I have extended the integral over Q to infinity. This is justified if the Boltzmann factor is negligible before the potential ceases to be quadratic.

Q: In a periodic supercell three of your frequencies are zero. Their logarithms are minus infinity.

A: Those three modes are uniform translations. They have no restoring force, so the formula for an oscillator does not apply to them. Their coordinate integral gives the available volume, and their momentum integral depends on the total mass. Volume and total mass are the same in both charge states, which gives both partition functions the same factor. It cancels in F_q1 − F_q2. The sum over i therefore contains the remaining 3N − 3 modes.

This requires the same fixed cell for both states. It also requires that neither state has another free motion, such as a molecule that rotates freely in one charge state and is locked in the other.

Q: Put this into the level.

A: The free-energy difference is

F_q1 − F_q2 = kT Σ_i [ln(ħω_i,q1/kT) − ln(ħω_i,q2/kT)].

In each bracket ln ħ − ln kT appears once with each sign. It cancels because both states have the same number of modes:

F_q1 − F_q2 = kT Σ_i ln(ω_i,q1/ω_i,q2).

Inserting this in the vibrational shift gives

Δε(q1/q2) = [kT/(q2 − q1)] Σ_i ln(ω_i,q1/ω_i,q2).

This is the classical harmonic shift at a fixed valence edge and a fixed cell.

Q: You pair mode i of one charge state with mode i of the other. The modes are different vibrations. Which belongs to which?

A: No pairing is needed. The sum of logarithms is the logarithm of a ratio of products:

Σ_i ln(ω_i,q1/ω_i,q2) = ln[Π_i ω_i,q1 / Π_i ω_i,q2].

The order of factors in a product does not matter. A localized vibration in one state may be spread over many modes in the other, and the result is still well defined. What does matter is that no mode is missing from one product.

Q: The sign still worries me. Take the level between charge +1 and charge 0.

A: Then q1 = 1 and q2 = 0, so q2 − q1 = −1 and

Δε(+/0) = −kT Σ_i ln(ω_i,+/ω_i,0).

Suppose that the positive state is stiffer, in the sense that its product of frequencies is larger. The sum is then positive and the level falls. The positive state is the stable one for Fermi energies below the level, since G_+ contains +E_F and G_0 does not. Its range has shrunk.

The same holds for any pair with q1 > q2. State q1 is stable below the level and q2 above it, and the level moves towards the side of the stiffer state. Heating widens the range of the softer state.

Q: Why should softness be an advantage? A soft spring stores less energy at a given displacement, but it is displaced further.

A: In the classical harmonic case these two effects compensate completely in the energy. Each mode has a mean kinetic energy ½kT and a mean potential energy ½kT, whatever its frequency. The mean vibrational energy U is therefore the same in both states:

U_q1 = U_q2 = (3N − 3)kT.

With F = U − TS, where S is the vibrational entropy, it follows that

F_q1 − F_q2 = −T(S_q1 − S_q2),

S_q1 − S_q2 = −k Σ_i ln(ω_i,q1/ω_i,q2).

The soft state is favoured because it has more accessible phase space. The shift is purely entropic and, for force constants that do not depend on temperature, proportional to T.

Q: Does a heavier atom then make a state softer? It lowers the frequencies.

A: It lowers them in both states, and the ratio of the products does not change. To see this, calculate the ratio of partition functions in Cartesian coordinates. The momentum integrals contain the masses but not the force constants, so they cancel between the states. Only the integral over displacements remains.

Choose one atom as reference and describe every other atom by its displacement relative to it. This change of variables has unit Jacobian. Since a uniform translation costs no energy, the potential depends on the relative displacements r alone:

V = ½ Σ_ab (K_c)_ab r_a r_b.

The matrix K_c is K without the three rows and columns of the reference atom, which is what remains when that atom is held at zero. Integration over the reference position gives the common volume. The Gaussian integral over the 3N − 3 relative displacements is

∫ exp(−V/kT) dr = (2πkT)^((3N−3)/2)/√(det K_c).

The ratio of the partition functions is therefore

Z_q1/Z_q2 = √(det K_c,q2/det K_c,q1).

In normal modes the same ratio is Π_i(ω_i,q2/ω_i,q1). Taking minus the logarithm of both expressions gives

Σ_i ln(ω_i,q1/ω_i,q2) = ½ ln(det K_c,q1/det K_c,q2).

The right-hand side contains no mass.

Q: All this uses a separate origin for each charge state. The two minima lie at different places. Does the distance between them enter?

A: It enters the static energies, since each E_q is taken at its own minimum. It does not enter F_q, because moving the centre of a Gaussian does not change its integral.

A small case shows both points. Take two coordinates without translations, in reduced units, and charges q1 = 2 and q2 = 0. The force constants are

K_2 = [3.0, 0.8; 0.8, 1.5],  K_0 = [2.0, −0.5; −0.5, 1.0],

with a semicolon between rows. The minima lie at (0.7, −0.4) and (−0.5, 0.3), the static energies are 0.4 and 1.9, and kT = 0.3. The static level is

(0.4 − 1.9)/(0 − 2) = 0.75.

The determinants are 3.0·1.5 − 0.8² = 3.86 and 2.0·1.0 − 0.5² = 1.75, so the logarithmic sum is

½ ln(3.86/1.75) = 0.3955.

The frequencies calculated with masses 1.0 and 2.5 give the same sum. The level should be

0.75 + 0.3·0.3955/(0 − 2) = 0.6907.

Direct numerical integration of both Boltzmann factors, followed by a search for the Fermi energy of equal populations, also gives 0.6907.

Q: What if I have three charge states? Do the three shifts have to fit together?

A: They do. For charges 2, 1 and 0, insert F_1 − F_1 = 0 into the numerator:

Δε(2+/0) = (F_2 − F_0)/(0 − 2) = −½[(F_2 − F_1) + (F_1 − F_0)].

Since Δε(2+/+) = −(F_2 − F_1) and Δε(+/0) = −(F_1 − F_0),

Δε(2+/0) = ½[Δε(2+/+) + Δε(+/0)].

The two-electron shift is the mean of the one-electron shifts.

Q: Where would you refuse to use the formula, even at high temperature?

A: I would refuse if a calculated frequency were imaginary, because the geometry is then not a minimum. I would also distrust a very soft mode. An error of a factor 2 in a single frequency changes the sum by ln 2 and a one-electron level by kT ln 2, which is about 60 meV at 1000 K. Such a mode often explores more than the quadratic part of its potential, so its own potential should be integrated instead.

If a state has several equivalent minima separated by barriers, one harmonic well does not count them all. Their number belongs in the degeneracy of that state. If the barriers are comparable with kT, the wells are no longer separate, and counting them is not enough either.

## Second half: quantum correction, a vacancy, and neglected effects

Q: Let me restate what I have accepted. The frequencies of charge state q are ω_i,q, its vibrational free energy is F_q, and the shift of the level is

Δε(q1/q2) = (F_q1 − F_q2)/(q2 − q1).

For classical harmonic vibrations this becomes

Δε(q1/q2) = [kT/(q2 − q1)] Σ_i ln(ω_i,q1/ω_i,q2).

The three translations are omitted, masses cancel, and the valence edge and the cell are held fixed. But atoms are not classical. When may I use this?

A: Compare it with the quantum oscillator. Let x = ħω/kT. The levels are (n + ½)ħω, and the partition function is a geometric series:

Z = Σ_n exp[−(n + ½)x] = exp(−x/2)/[1 − exp(−x)].

Multiply numerator and denominator by exp(x/2):

Z = 1/[exp(x/2) − exp(−x/2)] = 1/[2 sinh(x/2)].

The free energy of the mode is therefore F = kT ln[2 sinh(x/2)]. For small x,

2 sinh(x/2) = x(1 + x²/24 + …),

and since ln(1 + x²/24) begins with x²/24,

F = kT[ln x + x²/24 + …].

The first term is the classical result. The second gives the leading correction to the level:

δε = ħ² Σ_i(ω_i,q1² − ω_i,q2²)/[24kT(q2 − q1)].

One factor kT in front and two in x² leave one in the denominator.

Q: Does that mean that x must be much smaller than one for every mode?

A: That is sufficient, but the factor 24 makes the formula more tolerant. If the frequency of a mode changes by a small fraction η, the classical term changes by kTη. The correction changes by kT·2ηx²/24 = kTηx²/12. Their ratio is x²/12, which is 8% at x = 1. Modes that do not change with the charge state do not matter at all.

This part has derived the classical harmonic shift of a charge transition level and its leading quantum correction. What remains is the direction of that correction and the low-temperature limit, a numerical example for an oxygen vacancy, and the size of effects neglected so far, such as spin degeneracy, anharmonicity, thermal expansion and band-edge motion.
